# The loss function seen by electrons and X-rays: verification in Python

```python
"""Dynamic structure factor, loss function and two inelastic cross-sections.

Result under test (Hartree atomic units, c = 1/alpha):
  S(q,w) = V q^2/(4 pi^2) / (1-exp(-w/kT)) * Im(-1/eps(q,w))
  electrons: d2sigma/dOmega dw = 4/q^4 * (k1/k0) * S
  X-rays:    d2sigma/dOmega dw = alpha^4 * (w2/w1) * |e2*.e1|^2 * S
q, w: momentum and energy given to the target; V: volume; eps: dielectric
function; k0, k1: electron momenta; w1, w2: photon energies; e1, e2:
polarizations. S is the spectrum of the operator sum_j exp(i q.r_j).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import spherical_jn, spherical_yn, eval_legendre

alpha = const.fine_structure
c = 1 / alpha
bohr = const.physical_constants["Bohr radius"][0]
hartree_eV = const.physical_constants["Hartree energy in eV"][0]
r_classical = const.physical_constants["classical electron radius"][0]
assert abs(alpha**2 * bohr / r_classical - 1) < 1e-7


# Thermal response of two interacting particles on a ring, from a weak kick.
def ring_response_test():
    sites, kT, eta, kick, dt, steps = 7, 1.0, 0.2, 1e-3, 0.02, 3500
    one = np.eye(sites)
    hop = -(np.roll(one, 1, axis=0) + np.roll(one, -1, axis=0))
    x = np.arange(sites)
    separation = np.abs(x[:, None] - x[None, :])
    separation = np.minimum(separation, sites - separation)
    H = np.kron(hop, one) + np.kron(one, hop)
    H = H + np.diag((2.0 / (1 + separation)).ravel())
    phase = np.exp(2j * np.pi * x / sites)
    density = (phase[:, None] + phase[None, :]).ravel()

    # Spectrum from the definition of S, with Lorentzian broadening.
    E, C = np.linalg.eigh(H)
    p = np.exp(-(E - E[0]) / kT)
    p /= p.sum()
    strength = np.abs(C.T @ (density[:, None] * C))**2
    gap = E[:, None] - E[None, :]
    weight = strength * p[None, :] * (1 - np.exp(-gap / kT))
    freqs = np.linspace(0.3, 5.0, 30)
    from_S = np.array([np.sum(weight * eta / np.pi / ((w - gap)**2 + eta**2))
                       for w in freqs])

    # Time propagation of the kicked thermal state.
    rho = expm(-H / kT)
    rho = rho / np.trace(rho)
    potential = 2 * density.real
    kp = np.exp(-1j * kick * potential)
    plus = kp[:, None] * rho * kp.conj()[None, :]
    minus = kp.conj()[:, None] * rho * kp[None, :]
    delta = (plus - minus) / (2 * kick)
    U = expm(-1j * H * dt)
    Udag = U.conj().T
    signal = np.empty(steps + 1, complex)
    for i in range(steps + 1):
        signal[i] = np.dot(density.conj(), np.diag(delta))
        delta = U @ delta @ Udag
    t = dt * np.arange(steps + 1)
    quadrature = np.full(steps + 1, dt)
    quadrature[[0, -1]] *= 0.5
    chi = np.exp(1j * freqs[:, None] * t - eta * t) @ (signal * quadrature)
    from_kick = -chi.imag / np.pi
    error = np.max(np.abs(from_kick - from_S)) / np.max(from_S)
    assert error < 1e-3
    return error


ring_error = ring_response_test()


# Electron impact: hydrogen 1s-2s transition density and Coulomb coupling.
def transition_density(r):
    psi1 = np.exp(-r) / np.sqrt(np.pi)
    psi2 = (2 - r) * np.exp(-r / 2) / (4 * np.sqrt(2 * np.pi))
    return psi1 * psi2


def coupling(r):
    return 2 * np.sqrt(2) / 27 * (2 + 3 * r) * np.exp(-1.5 * r)


overlap = quad(lambda r: 4 * np.pi * r**2 * transition_density(r), 0, 50)[0]
assert abs(overlap) < 1e-9
for R in (0.7, 3.0):
    inner = quad(lambda r: 4 * np.pi * r**2 * transition_density(r), 0, R)[0]
    outer = quad(lambda r: 4 * np.pi * r * transition_density(r), R, 50)[0]
    assert abs(inner / R + outer - coupling(R)) < 1e-8

# The coupling is scaled down so that the exact solution reaches the Born limit.
g = 0.01
k_channels = np.array([2.0, np.sqrt(4.0 - 2 * 0.375)])


def riccati(l, r):
    z = k_channels * r
    j, y = spherical_jn(l, z), spherical_yn(l, z)
    dj = spherical_jn(l, z, derivative=True)
    dy = spherical_yn(l, z, derivative=True)
    return z * j, k_channels * (j + z * dj), -z * y, -k_channels * (y + z * dy)


def inelastic_S_element(l):
    start, end = 0.01 + 0.03 * l, 25.0
    J, dJ, _, _ = riccati(l, start)

    def rhs(r, state):
        u, du = state.reshape(2, 2, 2)
        radial = (l * (l + 1) / r**2 - k_channels**2)[:, None]
        ddu = radial * u + 2 * g * coupling(r) * u[::-1]
        return np.concatenate((du.ravel(), ddu.ravel()))

    initial = np.concatenate((np.eye(2).ravel(), np.diag(dJ / J).ravel()))
    sol = solve_ivp(rhs, (start, end), initial, method="DOP853",
                    rtol=1e-9, atol=1e-13)
    assert sol.success
    u, du = sol.y[:, -1].reshape(2, 2, 2)
    J, dJ, Y, dY = [(v / np.sqrt(k_channels))[:, None]
                    for v in riccati(l, end)]
    A = du * Y - u * dY
    B = dJ * u - J * du
    K = B @ np.linalg.inv(A)
    S_matrix = (np.eye(2) + 1j * K) @ np.linalg.inv(np.eye(2) - 1j * K)
    return S_matrix[1, 0]


elements = np.array([inelastic_S_element(l) for l in range(26)])
electron_checks = []
for degrees in (20.0, 60.0):
    mu = np.cos(np.radians(degrees))
    k0, k1 = k_channels
    q = np.sqrt(k0**2 + k1**2 - 2 * k0 * k1 * mu)
    amplitude = sum((2 * l + 1) * s * eval_legendre(l, mu)
                    for l, s in enumerate(elements))
    exact = abs(amplitude)**2 / (4 * k0**2 * g**2)
    form = quad(lambda r: 4 * np.pi * r**2 * transition_density(r)
                * np.sinc(q * r / np.pi), 0, 50, limit=200)[0]
    born = 4 / q**4 * k1 / k0 * form**2
    assert abs(exact / born - 1) < 1e-3
    electron_checks.append((degrees, q, exact, born))


# X-rays: retarded radiation of a moving density with diamagnetic current.
def xray_sideband_test():
    w1, Omega, swing, samples = 300.0, 30.0, 0.3, 512
    direction = np.array([0.6, -0.8])
    n_out = np.array([np.cos(1.0), np.sin(1.0)])
    k_in = np.array([w1 / c, 0.0])
    arrival = 2 * np.pi / Omega * np.arange(samples) / samples
    emitted = arrival.copy()
    for _ in range(40):
        emitted = arrival + (n_out @ direction) * swing * np.cos(
            Omega * emitted) / c
    position = swing * np.cos(Omega * emitted)
    velocity = -swing * Omega * np.sin(Omega * emitted)
    wave = np.cos((k_in @ direction) * position - w1 * emitted)
    far_A = wave / (1 - (n_out @ direction) * velocity / c) / c**2
    harmonics = 2 * np.abs(np.fft.fft(far_A)) / samples
    rows = []
    for m in (9, 11):
        w2 = m * Omega
        E_out, E_in = w2 * harmonics[m] / c, w1 / c
        photon_ratio = (E_out**2 / w2) / (E_in**2 / w1)
        q_vec = k_in - w2 / c * n_out
        time = arrival
        density_wave = np.exp(1j * (q_vec @ direction) * swing
                              * np.cos(Omega * time))
        component = np.mean(density_wave * np.exp(1j * (w2 - w1) * time))
        formula = alpha**4 * w2 / w1 * abs(component)**2
        assert abs(photon_ratio / formula - 1) < 1e-7
        rows.append((w2, photon_ratio, formula))
    return rows


xray_checks = xray_sideband_test()

# Uniform electron gas in the random-phase approximation at zero temperature.
rs = 2.0
n = 3 / (4 * np.pi * rs**3)
kF = (3 * np.pi**2 * n)**(1 / 3)
wp = np.sqrt(4 * np.pi * n)


def chi0(q, w):
    z = np.asarray(w, complex)

    def sphere(u):
        return u + (1 - u**2) / 2 * np.log((u + 1) / (u - 1))

    lower = (z - q**2 / 2) / (q * kF)
    upper = (z + q**2 / 2) / (q * kF)
    return kF**2 / (2 * np.pi**2 * q) * (sphere(lower) - sphere(upper))


def epsilon(q, w):
    return 1 - 4 * np.pi / q**2 * chi0(q, np.asarray(w) + 1e-12j)


def S_per_electron(q, w):
    return q**2 / (4 * np.pi**2 * n) * np.imag(-1 / epsilon(q, w))


nodes, weights = np.polynomial.legendre.leggauss(400)
# Direct integration over the occupied momentum sphere, at complex energy.
k_nodes = kF * (nodes + 1) / 2
for q in (0.5, 2.0):
    z = 0.8 + 0.2j
    shift = q**2 / 2 + q * k_nodes[:, None] * nodes[None, :]
    integrand = k_nodes[:, None]**2 * (1 / (z - shift) - 1 / (z + shift))
    direct = kF / 2 * (weights @ integrand @ weights) / (2 * np.pi**2)
    assert abs(direct / chi0(q, z) - 1) < 1e-8

sum_rows = []
for q in (0.5, 1.0, 2.0):
    edge = q**2 / 2 + q * kF
    kink = abs(q * kF - q**2 / 2)
    first_moment = 0.0
    for a, b in ((0.0, kink), (kink, edge)):
        w = (a + b) / 2 + (b - a) / 2 * nodes
        first_moment += (b - a) / 2 * np.sum(weights * w
                                             * S_per_electron(q, w))
    plasmon_energy, plasmon_part = None, 0.0
    real_eps = lambda w: float(np.real(epsilon(q, w)))
    if real_eps(edge * (1 + 1e-8)) < 0:
        plasmon_energy = brentq(real_eps, edge * (1 + 1e-8), 5.0)
        h = 1e-4
        slope = (real_eps(plasmon_energy + h)
                 - real_eps(plasmon_energy - h)) / (2 * h)
        plasmon_part = plasmon_energy * q**2 / (4 * np.pi * n * slope)
    total = first_moment + plasmon_part
    assert abs(total / (q**2 / 2) - 1) < 2e-4
    sum_rows.append((q, total, q**2 / 2, plasmon_part / total,
                     plasmon_energy))

# Worked cross-sections at one energy loss.
loss, electron_energy, photon_energy = 1.0, 200.0, 300.0
k0 = np.sqrt(2 * electron_energy)
k1 = np.sqrt(2 * (electron_energy - loss))
photon_out = photon_energy - loss
p0, p1 = photon_energy / c, photon_out / c


def angle(q, a, b):
    return np.degrees(np.arccos((a**2 + b**2 - q**2) / (2 * a * b)))


print(f"Fine-structure constant: {alpha:.8f}; c = {c:.4f} a.u.")
print(f"Ring: kick versus S, max error / max signal = {ring_error:.2e}")
print("Hydrogen 1s-2s, scaled coupling; cross-sections / g^2 in bohr^2/sr")
print(f"g = {g}; k0 = {k_channels[0]:.4f}, k1 = {k_channels[1]:.4f} 1/bohr")
for degrees, q, exact, born in electron_checks:
    print(f" angle {degrees:.0f} deg, q {q:.5f} 1/bohr: "
          f"coupled {exact:.6e}, Born {born:.6e}")
print("Classical X-ray sidebands, incident energy 300 Hartree")
for w2, measured, formula in xray_checks:
    print(f" outgoing {w2:.0f} Hartree: photon cross-section "
          f"{measured:.6e}, formula {formula:.6e} bohr^2/sr")
print(f"Electron gas: r_s = {rs:.1f} bohr, n = {n:.6f} bohr^-3")
print(f" k_F = {kF:.5f} 1/bohr; plasma frequency = {wp:.5f} Hartree")
print("First moment of S per electron (Hartree)")
for q, total, expected, fraction, energy in sum_rows:
    mode = "none" if energy is None else f"{energy:.5f} Hartree"
    print(f" q {q:.1f} 1/bohr: integral {total:.6f}, q^2/2 {expected:.6f}, "
          f"plasmon share {fraction:.5f}, plasmon {mode}")
print(f"Energy loss = {loss:.1f} Hartree = {loss * hartree_eV:.4f} eV")
print(f"Electron beam = {electron_energy:.0f} Hartree = "
      f"{electron_energy * hartree_eV / 1000:.4f} keV; v/c = {k0 / c:.4f}")
print(f"X-ray beam = {photon_energy:.0f} Hartree = "
      f"{photon_energy * hartree_eV / 1000:.4f} keV")
print(f"k1/k0 = {k1 / k0:.6f}; w2/w1 = {photon_out / photon_energy:.6f}")
barn_per_eV = bohr**2 / 1e-28 / hartree_eV
for q in (1.0, 1.5, 2.0):
    eps = complex(epsilon(q, loss))
    S = float(S_per_electron(q, loss))
    electron = 4 / q**4 * k1 / k0 * S
    xray = alpha**4 * photon_out / photon_energy * S
    print(f"q = {q:.1f} 1/bohr: eps = {eps.real:.5f} + {eps.imag:.5f} i")
    print(f" Im(-1/eps) = {(-1 / eps).imag:.6f}; "
          f"S/N = {S:.6f} 1/Hartree")
    print(f" angles: electron {angle(q, k0, k1):.4f} deg, "
          f"X-ray {angle(q, p0, p1):.4f} deg")
    print(f" electron: {electron:.6e} bohr^2/(sr Hartree) = "
          f"{electron * barn_per_eV:.5e} barn/(sr eV)")
    print(f" X-ray: {xray:.6e} bohr^2/(sr Hartree) = "
          f"{xray * barn_per_eV:.5e} barn/(sr eV)")
    print(f" electron/X-ray ratio = {electron / xray:.6e}")
print("all assertions hold")
```

Running it gives:

```
Fine-structure constant: 0.00729735; c = 137.0360 a.u.
Ring: kick versus S, max error / max signal = 7.67e-07
Hydrogen 1s-2s, scaled coupling; cross-sections / g^2 in bohr^2/sr
g = 0.01; k0 = 2.0000, k1 = 1.8028 1/bohr
 angle 20 deg, q 0.68832 1/bohr: coupled 2.825458e-01, Born 2.825461e-01
 angle 60 deg, q 1.90904 1/bohr: coupled 2.750796e-03, Born 2.750822e-03
Classical X-ray sidebands, incident energy 300 Hartree
 outgoing 270 Hartree: photon cross-section 2.099972e-10, formula 2.099972e-10 bohr^2/sr
 outgoing 330 Hartree: photon cross-section 2.930693e-10, formula 2.930693e-10 bohr^2/sr
Electron gas: r_s = 2.0 bohr, n = 0.029842 bohr^-3
 k_F = 0.95958 1/bohr; plasma frequency = 0.61237 Hartree
First moment of S per electron (Hartree)
 q 0.5 1/bohr: integral 0.125000, q^2/2 0.125000, plasmon share 0.94523, plasmon 0.73993 Hartree
 q 1.0 1/bohr: integral 0.500000, q^2/2 0.500000, plasmon share 0.00000, plasmon none
 q 2.0 1/bohr: integral 2.000000, q^2/2 2.000000, plasmon share 0.00000, plasmon none
Energy loss = 1.0 Hartree = 27.2114 eV
Electron beam = 200 Hartree = 5.4423 keV; v/c = 0.1459
X-ray beam = 300 Hartree = 8.1634 keV
k1/k0 = 0.997497; w2/w1 = 0.996667
q = 1.0 1/bohr: eps = 0.72298 + 0.67079 i
 Im(-1/eps) = 0.689645; S/N = 0.585389 1/Hartree
 angles: electron 2.8651 deg, X-ray 26.4492 deg
 electron: 2.335694e+00 bohr^2/(sr Hartree) = 2.40363e+06 barn/(sr eV)
 X-ray: 1.654458e-09 bohr^2/(sr Hartree) = 1.70258e-03 barn/(sr eV)
 electron/X-ray ratio = 1.411758e+09
q = 1.5 1/bohr: eps = 1.11765 + 0.27077 i
 Im(-1/eps) = 0.204747; S/N = 0.391037 1/Hartree
 angles: electron 4.3012 deg, X-ray 40.1388 deg
 electron: 3.081945e-01 bohr^2/(sr Hartree) = 3.17159e+05 barn/(sr eV)
 X-ray: 1.105171e-09 bohr^2/(sr Hartree) = 1.13732e-03 barn/(sr eV)
 electron/X-ray ratio = 2.788658e+08
q = 2.0 1/bohr: eps = 1.10342 + 0.08385 i
 Im(-1/eps) = 0.068473; S/N = 0.232485 1/Hartree
 angles: electron 5.7374 deg, X-ray 54.4578 deg
 electron: 5.797582e-02 bohr^2/(sr Hartree) = 5.96621e+04 barn/(sr eV)
 X-ray: 6.570624e-10 bohr^2/(sr Hartree) = 6.76174e-04 barn/(sr eV)
 electron/X-ray ratio = 8.823488e+07
all assertions hold
```
